# Rotation Characters, Cubic Invariants and Ligand-Field Levels: verification in Python

```python
"""Rotation characters and the cubic rotation group O.

Result under test: a rotation by angle a acts on the 2l+1 spherical
harmonics of degree l with trace sin((l+1/2)a)/sin(a/2). Reducing these
characters in O gives invariants first at l = 0, 4, 6, 8, 9.
Symbols: l degree of a shell, L degree of a potential term, a angle,
A1 A2 E T1 T2 irreps of O, n unit vector, r electron radius,
R_lig ligand distance, k = e^2/(4 pi eps0).
"""
from collections import Counter
from itertools import permutations, product
from math import factorial

import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import eval_legendre, lpmv
from scipy.spatial.transform import Rotation

IRREPS = ["A1", "A2", "E", "T1", "T2"]
DIM = dict(zip(IRREPS, [1, 1, 2, 3, 3]))
CLASSES = ["E", "8C3", "3C2", "6C4", "6C2'"]
SIZES = [1, 8, 3, 6, 6]
ANGLES = [0, 120, 180, 90, 180]
TABLE = {"A1": [1, 1, 1, 1, 1],
         "A2": [1, 1, 1, -1, -1],
         "E": [2, -1, 2, 0, 0],
         "T1": [3, 0, -1, 1, -1],
         "T2": [3, 0, -1, -1, 1]}
L_MAX = 13


def sine_character(l, angle):
    if abs(angle) < 1e-12:
        return 2.0 * l + 1.0
    return np.sin((l + 0.5) * angle) / np.sin(angle / 2)


def class_sum(l, irrep):
    return sum(g * c * sine_character(l, np.radians(deg))
               for g, c, deg in zip(SIZES, TABLE[irrep], ANGLES))


def multiplicity(l, irrep):
    value = class_sum(l, irrep) / 24
    assert abs(value - round(value)) < 1e-10
    return int(round(value))


def sphere_grid(n_theta):
    """Gauss-Legendre in cos(theta), uniform in phi."""
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    n_phi = 2 * n_theta
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    pts = np.stack([s * np.cos(pp), s * np.sin(pp), zz], axis=-1)
    w = np.repeat(wz, n_phi) * 2 * np.pi / n_phi
    return pts.reshape(-1, 3), w


def harmonics(l, pts):
    """Real orthonormal spherical harmonics, one row per function."""
    z = np.clip(pts[:, 2], -1, 1)
    phi = np.arctan2(pts[:, 1], pts[:, 0])
    rows = []
    for m in range(l + 1):
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                       * factorial(l - m) / factorial(l + m))
        base = norm * lpmv(m, l, z)
        if m == 0:
            rows.append(base)
        else:
            rows.append(np.sqrt(2) * base * np.cos(m * phi))
            rows.append(np.sqrt(2) * base * np.sin(m * phi))
    return np.array(rows)


GRID, WEIGHTS = sphere_grid(16)


def rotation_matrix(l, rot):
    """Matrix of f(n) -> f(rot^-1 n), by quadrature."""
    return (harmonics(l, GRID) * WEIGHTS) @ harmonics(l, GRID @ rot).T


# The group O: signed permutation matrices with determinant +1.
group = []
for perm in permutations(range(3)):
    for signs in product([1, -1], repeat=3):
        mat = np.zeros((3, 3))
        for row in range(3):
            mat[row, perm[row]] = signs[row]
        if np.linalg.det(mat) > 0:
            group.append(mat)
assert len(group) == 24

# Irrep characters of every element, built from its matrix.
parity = np.array([round(np.linalg.det(abs(g))) for g in group])
trace = np.array([round(np.trace(g)) for g in group])
fixed = np.array([round(np.trace(abs(g))) for g in group])
chars = {"A1": np.ones(24, int), "A2": parity, "E": fixed - 1,
         "T1": trace, "T2": parity * trace}
for p in IRREPS:
    for q in IRREPS:
        assert chars[p] @ chars[q] == (24 if p == q else 0)

# The class table, with sizes and angles, agrees with the elements.
element_deg = [int(round(np.degrees(np.arccos((t - 1) / 2))))
               for t in trace]
from_elements = Counter(
    (element_deg[i],) + tuple(int(chars[p][i]) for p in IRREPS)
    for i in range(24))
from_table = Counter()
for c in range(5):
    key = (ANGLES[c],) + tuple(TABLE[p][c] for p in IRREPS)
    from_table[key] += SIZES[c]
assert from_elements == from_table

# Sine formula against quadrature traces about a tilted axis.
axis = np.array([1.0, 2.0, -2.0]) / 3
for l in range(L_MAX + 1):
    for angle in (0.7, 2.3):
        rot = Rotation.from_rotvec(angle * axis).as_matrix()
        tr = np.trace(rotation_matrix(l, rot))
        assert abs(tr - sine_character(l, angle)) < 1e-9
demo_angle = np.radians(100)
demo_rot = Rotation.from_rotvec(demo_angle * axis).as_matrix()
demo_trace = np.trace(rotation_matrix(3, demo_rot))
assert abs(demo_trace - sine_character(3, demo_angle)) < 1e-9

# Multiplicities from projector ranks against the class sums.
matrices = {}
rank_a1 = []
for l in range(L_MAX + 1):
    matrices[l] = np.array([rotation_matrix(l, g) for g in group])
    for p in IRREPS:
        proj = DIM[p] / 24 * np.einsum("g,gij->ij", chars[p],
                                       matrices[l])
        rank = int(np.linalg.matrix_rank(proj, tol=1e-7))
        assert rank == DIM[p] * multiplicity(l, p)
        if p == "A1":
            rank_a1.append(rank)
invariant_degrees = [l for l, n in enumerate(rank_a1) if n > 0]
assert invariant_degrees[:5] == [0, 4, 6, 8, 9]
assert rank_a1[12] == rank_a1[0] + 1
assert rank_a1[13] == rank_a1[1] + 1

# Explicit invariants of degrees 4 and 9.
x, y, z = sp.symbols("x y z", real=True)
r2 = x**2 + y**2 + z**2
inv4 = x**4 + y**4 + z**4 - sp.Rational(3, 5) * r2**2
inv9 = x*y*z * (x**2 - y**2) * (y**2 - z**2) * (z**2 - x**2)
for poly, sign in ((inv4, 1), (inv9, -1)):
    assert sp.expand(sum(sp.diff(poly, v, 2) for v in (x, y, z))) == 0
    for image in ((y, -x, z), (y, z, x)):
        moved = poly.subs(dict(zip((x, y, z), image)),
                          simultaneous=True)
        assert sp.expand(moved - poly) == 0
    inverted = poly.subs({x: -x, y: -y, z: -z}, simultaneous=True)
    assert sp.expand(inverted - sign * poly) == 0


# Multipole strengths of two charge arrangements.
def strength(points, degree):
    cosines = np.clip(points @ points.T, -1, 1)
    return float(np.mean(eval_legendre(degree, cosines)))


octahedron = np.vstack([np.eye(3), -np.eye(3)])
seed = np.array([1.0, 3.0, 4.0]) / np.sqrt(26)
chiral = np.array([g @ seed for g in group])
strengths = []
for L in range(12):
    s_oct, s_chi = strength(octahedron, L), strength(chiral, L)
    allowed = rank_a1[L] > 0
    assert (s_chi > 1e-4) == allowed
    assert (s_oct > 1e-4) == (allowed and L % 2 == 0)
    if not allowed:
        assert abs(s_chi) < 1e-12 and abs(s_oct) < 1e-12
    strengths.append((L, s_oct, s_chi))


# Level coefficients from exact averages over the unit sphere.
def sphere_average(expr):
    total = sp.Integer(0)
    for powers, coef in sp.Poly(sp.expand(expr), x, y, z).terms():
        if all(p % 2 == 0 for p in powers):
            top = sp.prod([sp.factorial2(p - 1) for p in powers])
            total += coef * top / sp.factorial2(sum(powers) + 1)
    return total


def level_coefficient(func, L):
    field = 2 * sum(sp.legendre(L, v) for v in (x, y, z))
    return sphere_average(func**2 * field) / sphere_average(func**2)


functions = {(2, "E"): x**2 - y**2, (2, "T2"): x * y,
             (3, "A2"): x * y * z, (3, "T1"): z * (5 * z**2 - 3),
             (3, "T2"): z * (x**2 - y**2)}
coefs = {key: (level_coefficient(f, 4), level_coefficient(f, 6))
         for key, f in functions.items()}

# Full Coulomb potential of six charges -e, diagonalized in a shell.
r, R_lig = 1.0, 2.0
k = const.e / (4 * np.pi * const.epsilon_0) * 1e10
common = 6 * k / R_lig
unit4, unit6 = k * r**4 / R_lig**5, k * r**6 / R_lig**7
fine, fine_w = sphere_grid(40)
potential = sum(k / np.linalg.norm(r * fine - R_lig * d, axis=1)
                for d in octahedron)
levels = {}
for l in (2, 3):
    Y = harmonics(l, fine)
    energy, vec = np.linalg.eigh((Y * fine_w * potential) @ Y.T)
    cuts = np.where(np.diff(energy) > 1e-6)[0] + 1
    for idx in np.split(np.arange(2 * l + 1), cuts):
        U = vec[:, idx]
        chi = np.einsum("ia,gij,ja->g", U, matrices[l], U)
        match = [p for p in IRREPS if np.allclose(chi, chars[p],
                                                  atol=1e-6)]
        assert len(match) == 1
        levels[l, match[0]] = float(np.mean(energy[idx]))
assert set(levels) == set(coefs)
for key, (a4, a6) in coefs.items():
    predicted = common + float(a4) * unit4 + float(a6) * unit6
    assert abs(levels[key] - predicted) < 1e-9
splitting = levels[2, "E"] - levels[2, "T2"]
assert abs(splitting - 5 / 3 * unit4) < 1e-9
per_cm = const.e / (const.h * const.c) / 100


# Printed results.
def reduction(l):
    parts = []
    for p in IRREPS:
        n = multiplicity(l, p)
        if n:
            parts.append((str(n) if n > 1 else "") + p)
    return "+".join(parts)


print("character, l=3, 100 deg, tilted axis (no unit):")
print(f"  quadrature {demo_trace:.6f}, "
      f"formula {sine_character(3, demo_angle):.6f}")
print("classes of O:", " ".join(CLASSES))
for p in IRREPS:
    print(f"  {p}:", *[int(chars[p][element_deg.index(0)])
                      if c == 0 else TABLE[p][c] for c in range(5)])
print("l: characters in the same class order; reduction")
for l in range(7):
    row = [int(round(sine_character(l, np.radians(d))))
           for d in ANGLES]
    print(f"  {l}:", *row, ";", reduction(l))
print("l: A1 class sum / number of invariants")
for start in (0, 7):
    print("  " + ", ".join(
        f"{l}: {round(class_sum(l, 'A1'))}/{rank_a1[l]}"
        for l in range(start, start + 7)))
print("degrees with invariants up to 13:", *invariant_degrees)
print("L: strength S_L, octahedron / chiral 24 charges (no unit)")
for L, s_oct, s_chi in strengths:
    print(f"  {L}: {abs(s_oct):.4f} / {abs(s_chi):.4f}")
print(f"r = {r:.1f} angstrom, R = {R_lig:.1f} angstrom")
print(f"k = {k:.4f} eV angstrom")
print(f"common shift 6k/R = {common:.4f} eV")
print(f"k r^4/R^5 = {unit4:.4f} eV, k r^6/R^7 = {unit6:.4f} eV")
print("levels relative to the common shift:")
for (l, p), (a4, a6) in coefs.items():
    print(f"  {'df'[l - 2]} {p} (x{DIM[p]}): a4 = {a4}, a6 = {a6}, "
          f"{levels[l, p] - common:+.4f} eV")
print(f"d splitting E - T2 = {splitting:.4f} eV "
      f"= {splitting * per_cm:.0f} cm^-1")
print("no test failed")
```

Printed output:

```
character, l=3, 100 deg, tilted axis (no unit):
  quadrature -0.226682, formula -0.226682
classes of O: E 8C3 3C2 6C4 6C2'
  A1: 1 1 1 1 1
  A2: 1 1 1 -1 -1
  E: 2 -1 2 0 0
  T1: 3 0 -1 1 -1
  T2: 3 0 -1 -1 1
l: characters in the same class order; reduction
  0: 1 1 1 1 1 ; A1
  1: 3 0 -1 1 -1 ; T1
  2: 5 -1 1 -1 1 ; E+T2
  3: 7 1 -1 -1 -1 ; A2+T1+T2
  4: 9 0 1 1 1 ; A1+E+T1+T2
  5: 11 -1 -1 1 -1 ; E+2T1+T2
  6: 13 1 1 -1 1 ; A1+A2+E+T1+2T2
l: A1 class sum / number of invariants
  0: 24/1, 1: 0/0, 2: 0/0, 3: 0/0, 4: 24/1, 5: 0/0, 6: 24/1
  7: 0/0, 8: 24/1, 9: 24/1, 10: 24/1, 11: 0/0, 12: 48/2, 13: 24/1
degrees with invariants up to 13: 0 4 6 8 9 10 12 13
L: strength S_L, octahedron / chiral 24 charges (no unit)
  0: 1.0000 / 1.0000
  1: 0.0000 / 0.0000
  2: 0.0000 / 0.0000
  3: 0.0000 / 0.0000
  4: 0.5833 / 0.0365
  5: 0.0000 / 0.0000
  6: 0.1250 / 0.0576
  7: 0.0000 / 0.0000
  8: 0.5156 / 0.0096
  9: 0.0000 / 0.1493
  10: 0.1693 / 0.0196
  11: 0.0000 / 0.0000
r = 1.0 angstrom, R = 2.0 angstrom
k = 14.3996 eV angstrom
common shift 6k/R = 43.1989 eV
k r^4/R^5 = 0.4500 eV, k r^6/R^7 = 0.1125 eV
levels relative to the common shift:
  d E (x2): a4 = 1, a6 = 0, +0.4500 eV
  d T2 (x3): a4 = -2/3, a6 = 0, -0.3000 eV
  f A2 (x1): a4 = -14/11, a6 = 60/143, -0.5255 eV
  f T1 (x3): a4 = 7/11, a6 = 25/143, +0.3060 eV
  f T2 (x3): a4 = -7/33, a6 = -45/143, -0.1309 eV
d splitting E - T2 = 0.7500 eV = 6049 cm^-1
no test failed
```
